# Keep-out radius around a through-silicon via for a p-type resistor: a program that tests the result

```python
"""Keep-out radius around a through-silicon via.

Result under test: for a small p-type resistor on (001) silicon with current
along [110], the largest distance from the via centre at which |dR/R| = c is
    r_K = a * sqrt(pi44 * S / c),
a = via radius, S = radial stress in silicon at the via edge (hoop = -S),
pi44 = shear piezoresistance coefficient, c = allowed relative change.
The stress field is computed by minimizing elastic energy (finite elements),
and the resistance change from the full cubic piezoresistance law.
Internal units: stress in GPa, length in via radii.
"""
import numpy as np
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import spsolve

S = 0.325            # edge stress, GPa
PI44 = 1.381         # 1/GPa
LIMIT = 0.05         # allowed |dR/R|
VIA_UM = 2.5         # via radius, micrometre (chosen)
G, NU = 65.0, 0.25   # shear modulus in GPa, Poisson ratio (chosen)
PI11, PI12 = 0.07, -0.01   # 1/GPa (chosen model values)
LAME = 2 * G * NU / (1 - 2 * NU)

# Elastic energy of a silicon ring, pulled inward at r = 1, free at r = 300
n_el = 2000
nodes = np.geomspace(1.0, 300.0, n_el + 1)
h = np.diff(nodes)
mid = 0.5 * (nodes[1:] + nodes[:-1])
shape = (n_el, n_el + 1)
B_rad = diags([-1 / h, 1 / h], [0, 1], shape=shape)
B_hoop = diags([0.5 / mid, 0.5 / mid], [0, 1], shape=shape)
W = diags(h * mid)
B_sum = B_rad + B_hoop
K = (LAME * B_sum.T @ W @ B_sum
     + 2 * G * (B_rad.T @ W @ B_rad + B_hoop.T @ W @ B_hoop))
load = np.zeros(n_el + 1)
load[0] = -S         # silicon surface is pulled toward the via axis
u = spsolve(K.tocsc(), load)
eps_r, eps_t = B_rad @ u, B_hoop @ u
sig_r = LAME * (eps_r + eps_t) + 2 * G * eps_r
sig_t = LAME * (eps_r + eps_t) + 2 * G * eps_t
fields = CubicSpline(np.log(mid), np.column_stack([sig_r, sig_t, eps_r, eps_t]))


def change(r, phi_deg, channel_deg=45.0, p11=PI11, p12=PI12):
    """dR/R at distance r; phi is measured from the current direction,
    channel_deg is the angle of the current from the [100] axis."""
    s_r, s_t = fields(np.log(r))[:2]
    ang = np.radians(channel_deg + phi_deg)
    e_r = np.array([np.cos(ang), np.sin(ang), 0.0])
    e_t = np.array([-np.sin(ang), np.cos(ang), 0.0])
    stress = s_r * np.outer(e_r, e_r) + s_t * np.outer(e_t, e_t)
    stress[2, 2] = NU * (s_r + s_t)
    normal = np.diag(np.diag(stress))
    d_rho = (p12 * np.trace(stress) * np.eye(3) + (p11 - p12) * normal
             + PI44 * (stress - normal))
    chan = np.radians(channel_deg)
    n = np.array([np.cos(chan), np.sin(chan), 0.0])
    return n @ d_rho @ n


def worst_radius(limit, **coeffs):
    angles = np.arange(0.0, 181.0, 5.0)
    return brentq(lambda r: max(abs(change(r, p, **coeffs)) for p in angles)
                  - limit, 1.0, 30.0)


def formula_radius(limit):
    return np.sqrt(PI44 * S / limit)


# Stress field against the inverse-square law
for r in (1.0, 1.5, 2.0, 3.0, 5.0):
    s_r, s_t = fields(np.log(r))[:2]
    assert abs(s_r * r**2 / S - 1) < 1e-3
    assert abs(s_t * r**2 / S + 1) < 1e-3
assert abs(u[0] + S / (2 * G)) < 1e-3 * S / (2 * G)

# Keep-out radius, its scaling with the limit, and the statement itself
r_formula = formula_radius(LIMIT)
r_numeric = worst_radius(LIMIT)
for limit in (0.01, 0.05, 0.10):
    assert abs(worst_radius(limit) / formula_radius(limit) - 1) < 1e-3
assert abs(r_numeric - 3.0) < 0.05

# The other two coefficients drop out even when they are large
r_large = worst_radius(LIMIT, p11=1.0, p12=0.8)
assert abs(r_large / r_formula - 1) < 1e-3

# Angular dependence: signs, zero on the diagonal, contour at 30 degrees
assert change(2.0, 0.0) > 0 > change(2.0, 90.0)
assert abs(change(2.0, 45.0)) < 1e-5
r_30 = brentq(lambda r: abs(change(r, 30.0)) - LIMIT, 1.0, 30.0)
r_30_formula = r_formula * np.sqrt(abs(np.cos(np.radians(60.0))))
assert abs(r_30 / r_30_formula - 1) < 1e-3


# Change of shape of a resistor lying on the radial line
def full_change(r):
    e_l, e_w = fields(np.log(r))[2:]
    return (1 + change(r, 0.0)) * (1 + e_l) / (1 + e_w) - 1


r_shape = brentq(lambda r: full_change(r) - LIMIT, 1.0, 30.0)
r_shape_formula = np.sqrt(S * (PI44 + 1 / G) / LIMIT)
assert abs(r_shape / r_shape_formula - 1) < 1e-3
assert r_shape / r_numeric - 1 > 3e-3

# Current along [100]: the coefficient is pi11 - pi12
edge_100 = change(1.0, 0.0, channel_deg=0.0)
assert abs(edge_100 / ((PI11 - PI12) * S) - 1) < 2e-3
assert max(abs(change(1.0, p, channel_deg=0.0))
           for p in np.arange(0.0, 181.0, 5.0)) < LIMIT

print(f"edge stress S: {1000 * S:.0f} MPa")
print(f"pi44: {PI44:.3f} 1/GPa")
print(f"allowed |dR/R|: {100 * LIMIT:.0f} percent")
print(f"via radius a (chosen): {VIA_UM:.1f} um")
print(f"shear modulus (chosen): {G:.0f} GPa")
print(f"Poisson ratio (chosen): {NU:.2f}")
print(f"pi11, pi12 (chosen): {PI11:.2f}, {PI12:.2f} 1/GPa")
print(f"product pi44*S: {PI44 * S:.4f} (no unit)")
print(f"pi44*S/c: {PI44 * S / LIMIT:.3f} (no unit)")
print(f"keep-out radius, formula: {r_formula:.3f} via radii")
print(f"keep-out radius, finite elements: {r_numeric:.3f} via radii")
print(f"same with pi11=1.0, pi12=0.8 1/GPa: {r_large:.3f} via radii")
print(f"keep-out radius from via centre: {r_formula * VIA_UM:.2f} um")
print(f"gap from via edge: {(r_formula - 1) * VIA_UM:.2f} um")
print(f"radial stress at keep-out radius: {1000 * S / r_formula**2:.1f} MPa")
for r in (1.5, 2.0, 3.0, 5.0):
    s_r = fields(np.log(r))[0]
    print(f"r = {r:.1f} a: radial stress {1000 * s_r:.1f} MPa, "
          f"dR/R {100 * change(r, 0.0):+.2f} percent (phi=0), "
          f"{100 * change(r, 90.0):+.2f} percent (phi=90 deg)")
print(f"contour at phi=30 deg, formula: {r_30_formula:.3f} via radii")
print(f"contour at phi=30 deg, finite elements: {r_30:.3f} via radii")
print(f"radius with shape change, formula: {r_shape_formula:.3f} via radii")
print(f"radius with shape change, numerical: {r_shape:.3f} via radii")
print(f"[100] current, dR/R at via edge: {100 * edge_100:.2f} percent")
print(f"keep-out radius for 1 percent: {formula_radius(0.01):.2f} via radii")
print(f"keep-out radius for 10 percent: {formula_radius(0.10):.2f} via radii")
print("every check passed")
```

Printed output:

```
edge stress S: 325 MPa
pi44: 1.381 1/GPa
allowed |dR/R|: 5 percent
via radius a (chosen): 2.5 um
shear modulus (chosen): 65 GPa
Poisson ratio (chosen): 0.25
pi11, pi12 (chosen): 0.07, -0.01 1/GPa
product pi44*S: 0.4488 (no unit)
pi44*S/c: 8.976 (no unit)
keep-out radius, formula: 2.996 via radii
keep-out radius, finite elements: 2.996 via radii
same with pi11=1.0, pi12=0.8 1/GPa: 2.996 via radii
keep-out radius from via centre: 7.49 um
gap from via edge: 4.99 um
radial stress at keep-out radius: 36.2 MPa
r = 1.5 a: radial stress 144.4 MPa, dR/R +19.95 percent (phi=0), -19.95 percent (phi=90 deg)
r = 2.0 a: radial stress 81.2 MPa, dR/R +11.22 percent (phi=0), -11.22 percent (phi=90 deg)
r = 3.0 a: radial stress 36.1 MPa, dR/R +4.99 percent (phi=0), -4.99 percent (phi=90 deg)
r = 5.0 a: radial stress 13.0 MPa, dR/R +1.80 percent (phi=0), -1.80 percent (phi=90 deg)
contour at phi=30 deg, formula: 2.119 via radii
contour at phi=30 deg, finite elements: 2.119 via radii
radius with shape change, formula: 3.013 via radii
radius with shape change, numerical: 3.014 via radii
[100] current, dR/R at via edge: 2.60 percent
keep-out radius for 1 percent: 6.70 via radii
keep-out radius for 10 percent: 2.12 via radii
every check passed
```
